# Jahn-Teller energies of an electron pair and a triplet in a vacancy

## Problem

A vacancy of symmetry $T_d$ has a threefold degenerate $t_2$ level with real orbitals $x,y,z$, which transform like the coordinates. The level couples linearly to one vibrational mode of type $e$, with coordinates $\mathbf Q=(Q_\theta,Q_\varepsilon)$ and stiffness $k$. A single electron in the level lowers the energy by $E_{JT}$ when the lattice relaxes.

Two electrons are now placed in the level. By how much does relaxation lower the energy (a) if they are paired in one orbital, and (b) if they form a spin triplet? Which state lies lower once the Coulomb repulsion is included?

The lattice is static and harmonic, with the same $k$ for every filling, and spin-orbit coupling is left out. Each gain is measured from the same electronic configuration at $\mathbf Q=0$, the equilibrium position with the $t_2$ level empty.

## A tempting solution

Let one electron occupy $z$, and let $q$ be the displacement in the direction that lowers this orbital. With a force $V$,

$$E_1(q)=\tfrac12 kq^2-Vq .$$

Setting $dE_1/dq=kq-V=0$ gives $q=V/k$, and therefore

$$E_1=\frac{V^2}{2k}-\frac{V^2}{k}=-\frac{V^2}{2k},\qquad E_{JT}=\frac{V^2}{2k}.$$

Each electron gains $E_{JT}$, so two electrons gain $2E_{JT}$. In the triplet the second electron must use another orbital, but the three orbitals are equivalent, so it also gains $E_{JT}$. Both answers would be $2E_{JT}$.

## Where it fails

The energy $E_{JT}$ does not belong to the electron alone. It is an electronic lowering of $2E_{JT}$ less an elastic cost of $E_{JT}$. Adding two such energies pays the elastic cost twice and lets each electron choose its own displacement, whereas both electrons share one lattice.

The pair shows the fault at once. Hold the lattice at $q=V/k$ and put a second electron in $z$. The electronic energy becomes $-4E_{JT}$ while the elastic energy remains $+E_{JT}$. The total is $-3E_{JT}$, already below the supposed minimum of $-2E_{JT}$, and the lattice has not yet responded to the doubled force. For the triplet we must know what a displacement that lowers $z$ does to $x$ and $y$.

## The coupling fixed by symmetry

The mode coordinates transform like

$$Q_\theta\sim\tfrac12(2z^2-x^2-y^2),\qquad Q_\varepsilon\sim\tfrac{\sqrt3}{2}(x^2-y^2).$$

A twofold rotation about $z$ changes the signs of $x$ and $y$. It leaves both quadratic forms, hence $\mathbf Q$, unchanged. The coupling elements between $x$ and $z$ and between $y$ and $z$ change sign under it, so they vanish. The rotation about $x$ removes the element between $x$ and $y$ in the same way. The coupling is diagonal, and the $e$ mode only shifts the orbital energies.

The mirror that exchanges $x$ and $y$ leaves orbital $z$ and $Q_\theta$ unchanged and reverses $Q_\varepsilon$. To linear order the energy of $z$ is therefore $VQ_\theta$. We take $V>0$, which fixes the sign of $\mathbf Q$. The threefold axis permutes the orbitals and turns $\mathbf Q$ by $120^\circ$, so

$$\varepsilon_i=V\,\mathbf Q\cdot\mathbf v_i,$$

$$\mathbf v_z=(1,0),\quad \mathbf v_x=\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\quad \mathbf v_y=\left(-\tfrac12,-\tfrac{\sqrt3}{2}\right).$$

The assignment of $\mathbf v_x$ follows from the identity $-\tfrac12Q_\theta+\tfrac{\sqrt3}{2}Q_\varepsilon\sim\tfrac12(2x^2-y^2-z^2)$, the form belonging to $x$. The three unit vectors satisfy

$$\mathbf v_x+\mathbf v_y+\mathbf v_z=0,\qquad \mathbf v_i\cdot\mathbf v_j=-\tfrac12\quad(i\ne j).$$

Now the triplet can be examined at the old displacement, $\mathbf Q=-(V/k)\mathbf v_z$. There $\varepsilon_z=-V^2/k=-2E_{JT}$, but $\varepsilon_x=+V^2/(2k)=+E_{JT}$. With one electron in each and the elastic energy $E_{JT}$, the total is zero. The distortion that suits the first electron harms the second.

## The right solution

Let $n_i$ be the occupations, $N=\sum_i n_i$, and $\mathbf F=\sum_i n_i\mathbf v_i$. Apart from Coulomb terms, the energy is

$$E(\mathbf Q)=\tfrac12kQ^2+V\mathbf Q\cdot\mathbf F
=\tfrac12k\left|\mathbf Q+\frac{V}{k}\mathbf F\right|^2-\frac{V^2}{2k}|\mathbf F|^2 .$$

The square vanishes at $\mathbf Q=-V\mathbf F/k$, so the gain is $E_{JT}|\mathbf F|^2$. Forces add as vectors, and the energy follows the square of their sum. Using $\mathbf v_i\cdot\mathbf v_j=-\tfrac12$ and $N^2=\sum_i n_i^2+2\sum_{i<j}n_in_j$,

$$|\mathbf F|^2=\sum_i n_i^2-\sum_{i<j}n_in_j=\tfrac12\left(3\sum_i n_i^2-N^2\right).$$

**(a) Pair in $z$.** Here $\mathbf F=2\mathbf v_z$ and $|\mathbf F|^2=4$. The gain is $4E_{JT}$ and the displacement is twice that of one electron. In detail, $\varepsilon_z=-2V^2/k=-4E_{JT}$, so the two electrons contribute $-8E_{JT}$, and the elastic energy is $\tfrac12k(2V/k)^2=4E_{JT}$.

**(b) Triplet in $x$ and $y$.** Here $\mathbf F=\mathbf v_x+\mathbf v_y=-\mathbf v_z$ and $|\mathbf F|^2=1$. The gain is $E_{JT}$. The displacement has the one-electron length but the opposite sense, $\mathbf Q=+(V/k)\mathbf v_z$. Each orbital lies at $-E_{JT}$, the electrons contribute $-2E_{JT}$, and the lattice costs $E_{JT}$. A triplet is a filled spin shell with one hole, and the hole pushes the lattice the other way.

An open-shell singlet with one electron in $x$ and one in $y$ has the same $\mathbf F$ and also gains $E_{JT}$. The factor four comes from double occupation of one orbital, which the Pauli principle allows only for opposite spins.

### Could other orbitals do better?

Take a pair in an orbital $\sum_i c_i|i\rangle$ with weights $p_i=|c_i|^2$, $\sum_ip_i=1$. Since the coupling is diagonal, $n_i=2p_i$ and

$$|\mathbf F|^2=\tfrac12\left(12\sum_ip_i^2-4\right)=2\left(3\sum_ip_i^2-1\right)\le4,$$

because $\sum_ip_i^2\le(\sum_ip_i)^2=1$. Equality requires a single orbital $x$, $y$ or $z$.

A general triplet is a superposition of the three configurations in which $x$, $y$ or $z$ is empty, with weights $q_i$. Then $n_i=1-q_i$ and $\mathbf F=-\sum_iq_i\mathbf v_i$. This is an average of unit vectors up to sign, so $|\mathbf F|\le1$. Within this model no triplet gains more than $E_{JT}$.

## Coulomb repulsion and the choice of spin

The twofold rotations allow only Coulomb integrals in which each orbital label occurs an even number of times. For real orbitals these are $U$ (both electrons in one orbital), $U'$ (different orbitals) and $J$, which serves both as exchange and as the hopping of a pair from one orbital to another.

The three triplet configurations all have energy $U'-J$ and are not mixed. The triplet gain is therefore unchanged:

$$E_T=U'-J-E_{JT}.$$

The pair states $x^2,y^2,z^2$ have energy $U$ and are mixed by $J$. At the minimum for $z^2$, $\varepsilon_z=-4E_{JT}$ and $\varepsilon_x=\varepsilon_y=+2E_{JT}$. The other two pair states lie higher by $2\times6E_{JT}=12E_{JT}$. Second-order perturbation theory, valid for $J\ll12E_{JT}$, gives

$$E_S\simeq U-4E_{JT}-2\,\frac{J^2}{12E_{JT}}=U-4E_{JT}-\frac{J^2}{6E_{JT}} .$$

To leading order in $J$, the pair lies below the triplet when

$$3E_{JT}>U-U'+J .$$

The reference now matters. At $\mathbf Q=0$ the state $z^2$ is not an eigenstate: the pair states combine into levels $U+2J$ and, twice, $U-J$. If $U-J$ is the lowest undistorted singlet level, the gain measured from it is $4E_{JT}-J+J^2/(6E_{JT})$, which is less than $4E_{JT}$ throughout the range $J\ll12E_{JT}$ where the estimate holds. The factor four refers to the pair configuration itself.

## A worked example

Take $V=2$ eV/Å, $k=10$ eV/Å$^2$, $U=0.25$ eV, $J=0.05$ eV and $U'=U-2J=0.15$ eV. The last relation is a choice of the model, not a consequence of $T_d$ symmetry; it is the relation of an atomic $p$ shell. For $t_2$ orbitals built from four dangling bonds, each orbital has weight $\tfrac14$ on every bond, so $U'=U$ when overlap between the bonds is neglected. The triplet $U'-J$ and the singlet $U-J$ would then coincide at $\mathbf Q=0$. The triplet's lead at $\mathbf Q=0$ and the position of the spin crossover found below therefore depend on this choice. Then

$$E_{JT}=\frac{2^2}{2\times10}\ \text{eV}=0.20\ \text{eV}.$$

Diagonalizing the one- and two-electron Hamiltonians without Coulomb terms and minimizing over $\mathbf Q$ gives gains of 0.20 eV for one electron, 0.80 eV for the pair and 0.20 eV for the triplet. The displacements are 0.20, 0.40 and 0.20 Å, the last in the opposite sense. These values agree with the formulas.

With Coulomb terms, the triplet relaxes to $0.15-0.05-0.20=-0.10$ eV. The estimate for the singlet is $0.25-0.80-0.002=-0.552$ eV, and diagonalization gives the same to this accuracy. At $\mathbf Q=0$ the triplet lies lower, at 0.10 eV against 0.20 eV. After relaxation the singlet is lower by 0.45 eV. Measured from the lowest undistorted singlet, its gain is $0.752$ eV, or $3.76E_{JT}$.

If $V$ is reduced with $k$, $U$, $U'$ and $J$ held fixed, the order of the spins changes at $E_{JT}=0.047$ eV. The leading-order condition gives $0.15/3=0.050$ eV. It is slightly too high because it omits the lowering of the singlet by pair hopping.

The factor four also affects charge stability. Compare two vacancies with one $t_2$ electron each with one vacancy holding two and another holding none. The bare level energy cancels, leaving

$$U_{\rm eff}=E(2)+E(0)-2E(1)\simeq(U-4E_{JT})+2E_{JT}=U-2E_{JT}.$$

Here this is $0.25-0.40=-0.15$ eV, so the electrons prefer to share one vacancy. With the tempting gain of $2E_{JT}$ for the pair, the lattice terms would cancel and this preference would be missed.

## What other lattice terms change

**Other linear modes.** Without Coulomb terms, let $\lambda(\mathbf q)$ be the lowest orbital energy for any set of linearly coupled modes $\mathbf q$ of equal stiffness. It doubles when $\mathbf q$ doubles. The pair energy obeys

$$\tfrac12k|2\mathbf q|^2+2\lambda(2\mathbf q)=4\left[\tfrac12kq^2+\lambda(\mathbf q)\right],$$

so the factor four survives. If the coupling has zero trace, the two lowest orbital energies sum to minus the highest, which equals $\lambda(-\mathbf q)$. The triplet then has the one-electron energy at $-\mathbf q$, and its factor one survives too.

The trigonal $t_2$ modes have zero trace. Let $V_T$ multiply the three off-diagonal couplings. For a displacement of length $q$ along $-(1,1,1)/\sqrt3$ the lowest level is $-2V_Tq/\sqrt3$, and the gain is $(2V_T/\sqrt3)^2/(2k)=2V_T^2/(3k)$. For $V_T=1.5$ eV/Å this is 0.15 eV, below $E_{JT}$, and minimization over all modes returns the previous gains. For $V_T=2.5$ eV/Å the one-electron gain rises to 0.417 eV, while the pair gains 1.667 eV and the triplet 0.417 eV. The unit of energy changes, but the ratios do not.

A breathing mode shifts all three orbitals together, so its trace is not zero. Its force is proportional to $N$ and its gain to $N^2$. With a force of 1 eV/Å and the same $k$ it adds 0.05 eV for one electron and 0.20 eV for either two-electron state. The totals are 0.25, 1.00 and 0.40 eV. The triplet's factor one therefore holds for the Jahn-Teller part, not for the whole relaxation energy.

**Anharmonicity.** Symmetry allows a cubic term $c(Q_\theta^3-3Q_\theta Q_\varepsilon^2)=cQ^3\cos3\varphi$, where $\varphi$ is the polar angle of $\mathbf Q$. One electron and the pair have $\cos3\varphi=-1$; the triplet has $+1$. A positive $c$ therefore favours the first two and penalizes the triplet, and a negative $c$ does the reverse. With this term alone the energy has no lower bound at large $Q$, so the gains refer to the local minima that develop from the harmonic ones. For $c=1$ eV/Å$^3$ they are 0.209, 0.879 and 0.193 eV, so the ratios to one electron become 4.21 and 0.92.

**Motion between wells.** The pair has three equivalent wells, for $x^2$, $y^2$ and $z^2$, separated by $d=\sqrt3\times0.40=0.69$ Å. Using the mass of one silicon atom, the vibrational quantum is $\hbar\omega=39$ meV. The overlap of two displaced ground-state Gaussians is $\exp[-kd^2/(4\hbar\omega)]\approx3\times10^{-14}$. To lowest order in $J$, tunnelling is then about $2\times10^{-15}$ eV, which supports a static picture as long as only the $e$ mode couples; higher orders in $J$ are not included. The point midway between two wells lies 0.55 eV above them, or 320 $k_BT$ at 20 K and 21 $k_BT$ at 300 K. These figures also assume the $e$ mode alone. Trigonal modes let the pair orbital rotate from $z$ to $x$. Halfway, in $(x+z)/\sqrt2$, the gain is $4(V^2/4+V_T^2)/(2k)$, which is 0.65 eV for $V_T=1.5$ eV/Å. The wells are unchanged, but the pass lies only about 0.15 eV above them, or 87 $k_BT$ at 20 K and 6 $k_BT$ at 300 K, and the tunnelling estimate above no longer applies.

## The silicon vacancy

In the usual one-electron picture of the silicon vacancy, the doubly positive charge state has no $t_2$ electron, the singly positive state has one and the neutral state has two. The neutral vacancy is a spin singlet with a tetragonal distortion, and the vacancy is known for a negative effective repulsion between these charge states. With the parameters chosen here the model gives a singlet and a negative $U_{\rm eff}$. The tetragonal distortion is built in by the choice of an $e$ mode, and the parameters are round numbers, not a fit. The harmonic assumption is doubtful: a pair displacement of 0.40 Å, even if shared among several atoms, is not negligible on the scale of a bond length of roughly 2.4 Å. The chosen cubic term alone moves the pair gain by 10%, and the true coefficient could differ in size and sign. The 300 K figure is only a comparison of energies, since isolated vacancies in silicon already migrate well below room temperature. The numerical output below lists the values used here.

## Numbers as computed

```
force V                               2.00 eV/A
stiffness k                           10.00 eV/A^2
same-orbital repulsion U              0.250 eV
different-orbital repulsion U'        0.150 eV
exchange J                            0.050 eV
independent e couplings allowed by Td 1
force vector v_x                     (-0.5000, +0.8660)
force vector v_y                     (-0.5000, -0.8660)
force vector v_z                     (+1.0000, +0.0000)
E_JT = V^2/2k                         0.2000 eV
single   gain, no Coulomb terms       0.2000 eV = 1.000 E_JT
single   displacement |Q|             0.2000 A, cos(3 phi) = -1.00
pair     gain, no Coulomb terms       0.8000 eV = 4.000 E_JT
pair     displacement |Q|             0.4000 A, cos(3 phi) = -1.00
triplet  gain, no Coulomb terms       0.2000 eV = 1.000 E_JT
triplet  displacement |Q|             0.2000 A, cos(3 phi) = +1.00
best of 3000 random pairs             3.915 E_JT
best of 3000 random triplets          0.970 E_JT
undistorted lowest singlet            0.2000 eV
undistorted triplet                   0.1000 eV
relaxed singlet, diagonalized         -0.5520 eV
relaxed singlet, estimate             -0.5521 eV
pair-hopping lowering J^2/(6 E_JT)    0.0021 eV
relaxed triplet                       -0.1000 eV
triplet minus singlet, relaxed        0.4520 eV
singlet gain from lowest undistorted  3.760 E_JT
E_JT at spin crossover, diagonalized  0.0473 eV
E_JT at spin crossover, estimate      0.0500 eV
effective repulsion, diagonalized     -0.1520 eV
effective repulsion U - 2 E_JT        -0.1500 eV
cubic coefficient                     1.00 eV/A^3
single   gain with cubic term         0.2088 eV
pair     gain with cubic term         0.8794 eV
triplet  gain with cubic term         0.1926 eV
pair/single ratio with cubic term     4.211
triplet/single ratio with cubic term  0.923
t2-mode force 1.5 eV/A: single, pair, triplet gains 0.2000, 0.8000, 0.2000 eV
t2-mode force 2.5 eV/A: single, pair, triplet gains 0.4167, 1.6667, 0.4167 eV
breathing force 1.0 eV/A: single, pair, triplet gains 0.2500, 1.0000, 0.4000 eV
mode mass                             28.085 u
mode quantum                          38.6 meV
distance between pair wells           0.692 A
vibrational overlap of pair wells     3.4e-14
lowest-order tunnelling J x overlap   1.7e-15 eV
energy midway between pair wells      0.552 eV above minimum
midway energy / kT at  20 K           320.3
midway energy / kT at 300 K           21.4
```
